Ångström's method: thermal diffusivity of a bar with unknown side losses

A transient calculation of a hot spot in a chip needs a thermal diffusivity α, because the time for heat to spread over a distance ℓ scales as ℓ²/α, provided ℓ is well above the phonon mean free path so that conduction is diffusive. Suppose α is to come from a strip heated periodically at one end. The decision is what to do about the heat lost from its sides. In the example below, ignoring the loss gives 12.2 mm²/s from the amplitudes and 16.0 mm²/s from the phases of the same two readings. The spreading time computed from the first value is 31% longer than that from the second. Combining the readings removes the need to choose a loss coefficient, under conditions that the following entries establish.

**1. A bar without loss**

Take a uniform bar along x, with conductivity k, heat capacity per volume C and α = k/C. Let u(x,t) be the temperature excess over constant surroundings, uniform across the section. Conduction alone gives

∂u/∂t = α ∂²u/∂x².

The heater is periodic with angular frequency ω, and transients have died out. The equation is linear, so the mean rise and each harmonic can be treated separately. For the fundamental, write

u = Re[θ(x) exp(iωt)].

The time derivative brings down iω:

iωθ = α d²θ/dx².

Try θ ∝ exp(−qx), with q = a + ib. Two derivatives give q², hence

q² = a² − b² + 2iab = iω/α.

The real part gives a² = b², the imaginary part 2ab = ω/α. A wave that decays away from the heater has a > 0, and then b > 0 as well, so

a = b = √(ω/2α).

Decay and phase carry the same information here, and either one alone would give α.

**2. Add a prompt side loss**

Let the bar have perimeter P and cross-section A, and let its surface lose a heat flux hu. The coefficient h is real, uniform and constant. "Real" means that the loss follows the surface temperature without delay.

A slice of length dx stores heat at the rate CA dx ∂u/∂t. Net conduction brings in kA dx ∂²u/∂x², and the sides remove hP dx u. Dividing the balance by CA dx gives

∂u/∂t = α ∂²u/∂x² − μu,  μ = hP/(CA).

With the same harmonic form,

iωθ = αq²θ − μθ,

so that

αq² = μ + iω.

Separating real and imaginary parts:

a² − b² = μ/α,
2ab = ω/α.

The loss appears in the first equation and not in the second. It makes the amplitude fall faster and the phase accumulate more slowly, while leaving the product ab unchanged.

Now place two sensors a distance L apart, and assume that no wave returns from the far end. Their complex amplitudes satisfy

θ₂/θ₁ = exp(−aL) exp(−ibL).

If M is the nearer amplitude and N the farther one, then

ln(M/N) = aL,  φ = bL,

where φ is the phase by which the farther sensor lags. Substituting a = ln(M/N)/L and b = φ/L in α = ω/(2ab):

α = ωL² / [2φ ln(M/N)].

With the time delay δt = φ/ω, the frequency cancels:

α = L² / [2δt ln(M/N)].

The phase must include any whole turns between the sensors. It belongs to one harmonic; the delay between peaks of a distorted waveform is a different quantity. The same readings also give the loss rate,

μ = α(a² − b²).

Finding h from μ requires C, P and A, but finding α does not.

**3. What each reading would say alone**

The modulus of q² is a² + b², so

a² + b² = √(μ² + ω²)/α.

Adding and subtracting a² − b² = μ/α, then halving, gives

a² = [√(μ² + ω²) + μ]/(2α),
b² = [√(μ² + ω²) − μ]/(2α).

Someone who assumes no loss would compute one of these:

α_amp = ω/(2a²) = αω/[√(μ² + ω²) + μ],
α_phase = ω/(2b²) = αω/[√(μ² + ω²) − μ].

For μ > 0 the first is too low and the second too high. Their product has the denominator (μ² + ω²) − μ² = ω², so

α_amp α_phase = α².

The correct value is their geometric mean. For μ ≪ ω, the first-order errors are −μ/ω and +μ/ω relative to α, and the lossless result returns as μ → 0.

The opposite limit, μ ≫ ω, shows the cost of a strong loss. There √(μ² + ω²) − μ ≈ ω²/(2μ), so

a ≈ √(μ/α),  b ≈ ω/[2√(αμ)].

The product is still ω/(2α), but φ = bL becomes small in proportion to ω. A given phase error is then a large fraction of φ. Raising the frequency restores the phase, at the price of a smaller far amplitude.

**4. Numbers for an InSb strip**

The strip measures 60 × 5 × 0.5 mm and sits near 300 K. Rough properties are k = 17 W/(m K), density 5780 kg/m³ and specific heat 210 J/(kg K). Thus

C = 5780 × 210 = 1.214 × 10⁶ J/(m³ K),
α = 17/C = 14.01 mm²/s.

This is the input that the readings must recover. A constant-temperature shield lies 3 mm away across air. Conduction through the air, treated as a planar layer on each face, contributes 8.67 W/(m² K) to h, and linearized radiation at emissivity 0.5 to a black shield contributes 3.06, for a total of 11.73 W/(m² K). Since P/A = 2(5 + 0.5)/(5 × 0.5) = 4.4 mm⁻¹, the loss rate is μ = 0.0425 s⁻¹. This planar estimate omits the air at the corners of the section, so a real strip in this shield would lose heat faster; the simulation takes the value as given.

The readings are simulated by solving the heat equation in time for the finite strip, with an insulated far end. An on-off heater of period 20 s supplies a mean flux of 3000 W/m². Sensors at 5.125 and 15.125 mm give fundamental amplitudes

M = 0.8356 K,  N = 0.2691 K,

and a delay of 3.151 s. Hence ln(M/N) = 1.133, and

α = (10 mm)² / (2 × 3.151 s × 1.133) = 14.01 mm²/s = 0.1401 cm²/s.

The decay and phase constants are a = 0.11330 mm⁻¹ and b = 0.09899 mm⁻¹. They return μ = 0.04255 s⁻¹, against an input of 0.04252 s⁻¹.

Two tests change what should not matter. The third harmonic of the same heating gives 14.00 mm²/s. With the heater, period and sensors held fixed and the loss multiplied by four, the amplitude-only value falls to 8.34 mm²/s and the phase-only value rises to 23.51 mm²/s. The combined result stays at 14.01 mm²/s.

**5. A thick bar**

The slice balance assumed a uniform temperature across the section. To see whether the rule needs this, take a slab occupying −s < y < s, heated symmetrically, with the same loss coefficient on both faces. Let one transverse mode be

θ(x,y) = Y(y) exp(−qx).

The two-dimensional heat equation gives iωY = α(q²Y + Y″). Calling the separation constant β²,

Y″ = −β²Y,  q² = β² + iω/α.

Symmetry requires Y′(0) = 0. At the face, the conducted flux equals the loss, so −kY′(s) = hY(s).

The rule survives if β² is real. Multiply the equation for Y by −Y* and integrate from 0 to s. Integration by parts produces −Y*(s)Y′(s) = (h/k)|Y(s)|² at the face and zero at the centre, so

β² ∫|Y|² dy = ∫|Y′|² dy + (h/k)|Y(s)|².

Every term on the right is real and non-negative. Therefore β² is real, and 2ab = ω/α holds for a single mode even when the transverse temperature variation is large. Both sensors must lie at the same depth, so that Y cancels from their ratio.

For the lowest mode, Y = cos βy, and the face condition becomes

βs tan(βs) = hs/k.

When the Biot number hs/k is small, tan(βs) ≈ βs. Then αβ² ≈ h/(Cs), which is the former μ, since P/A = 1/s for a wide slab.

For Biot number 1 the mode equation gives αβ² = 0.740 α/s², while the thin-bar formula would give 1. A two-dimensional calculation with α, s and ω set to one returned a loss rate of 0.740 and a diffusivity of 1.0003 times the input. The loss rate now describes the mode, but α needs no correction.

The sensors must be far enough from the heater for one mode to dominate. The next symmetric mode has βs > π. Since a² = β² + b², it decays faster than exp(−πx/s). Dominance, however, depends on how much faster it decays than the lowest mode. The two modes satisfy q₂² − q₁² = β₂² − β₁², so q₂ − q₁ = (β₂² − β₁²)/(q₁ + q₂), which shrinks as the frequency rises. When ωs²/α is large, the second mode persists relative to the first much farther than exp(−πx/s) suggests.

**6. A wave returning from the far end**

A finite bar allows both solutions:

θ(x) = B exp(−qx) + D exp(qx).

At an insulated end x = ℓ, the derivative vanishes, so D/B = exp(−2qℓ). The returned wave, relative to the outgoing one, is

r(x) = exp[−2q(ℓ − x)].

Its magnitude is exp[−2a(ℓ − x)]. At the second sensor of the 60 mm strip, this is exp(−10.2), about 4 × 10⁻⁵, and the end shifts α by −0.005%.

Shorten the strip to 30 mm, with all else fixed. At the second sensor the magnitude is now exp(−3.37) = 0.034 and the phase is −2.94 rad. The returned wave nearly opposes the outgoing one, so N falls and ln(M/N) rises. To first order, the measured logarithm of θ₁/θ₂ changes by

r(x₁) − r(x₂) ≈ 0.034 + 0.010i.

The real part raises ln(M/N) by 3%, and the imaginary part raises φ by 1%. Both lower α, by about 4% together. The simulation gives 13.44 mm²/s, which is 4.0% below the input.

A third sensor removes this bias. For equally spaced sensors centred at x,

θ(x − L) + θ(x + L)
= B exp(−qx)[exp(qL) + exp(−qL)] + D exp(qx)[exp(−qL) + exp(qL)]
= 2 cosh(qL) θ(x).

Hence

cosh(qL) = (θ₁ + θ₃)/(2θ₂).

The ratio D/B has disappeared, so the end may be insulated, cooled or joined to another linear thermal load. Choose the root with positive real part and the correct whole turns of phase, then use α = ω/(2ab). The short strip now gives 14.01 mm²/s. The relation still requires a uniform bar and uniform loss between the outer sensors.

**7. A loss that is not prompt**

The air beside the strip stores heat and conducts some of it along x. Treat it as a planar layer of thickness d, conductivity k_g, heat capacity C_g and diffusivity α_g = k_g/C_g. Let y now run from the strip to the shield, and write the gas oscillation as θ(x)G(y). Its heat equation gives

iωG = α_g(q²G + G″),

or

G″ = κ²G,  κ² = iω/α_g − q².

With G(0) = 1 at the strip and G(d) = 0 at the shield,

G = sinh[κ(d − y)]/sinh(κd).

The flux per kelvin leaving the strip is −k_gG′(0) = k_gκ coth(κd). For small |κd|, z coth z ≈ 1 + z²/3, so

k_gκ coth(κd) ≈ k_g/d + k_g d κ²/3
= k_g/d + (d/3)(iωC_g − k_gq²).

The first term is the prompt loss used before. The others represent storage and axial conduction. Put them, with the radiative coefficient h_r, into the strip balance kq² = iωC + (P/A)h and collect terms:

q²[k + Pdk_g/(3A)] = iω[C + PdC_g/(3A)] + (P/A)(h_r + k_g/d).

The last term is real. The apparent diffusivity ω/(2ab) = ω/Im(q²) is therefore

α_app = [k + Pdk_g/(3A)] / [C + PdC_g/(3A)].

One third of the layer's conductance along x and one third of its heat capacity have been added to the bar. If α_g = α, numerator and denominator grow in the same proportion and the shift vanishes at this order.

For rough air values k_g = 0.026 W/(m K) and α_g = 22 mm²/s, the additions are 0.67% to k and 0.43% to C. The net shift is +0.24%, in agreement with a numerical solution across the gap. The planar layer omits the air at the four corners of the section. Those corners cover 4d² = 36 mm², against Pd = 33 mm² for the planar layer. The added storage and axial conduction are weighted by G², however (the factor one third is the mean of G² across the planar gap), and G is small in the corners, so they change this shift much less than their area suggests. Convection is neglected too; the Rayleigh number, estimated from the mean rise at the first sensor, is about 6.

A film on a supporting layer can be affected far more. Suppose the layer touches one face, has the film's thickness and heat capacity per volume, conducts much less than the film, and has its lower face at constant temperature. With one-sided contact, P/A becomes 1/d. If |κd| is small, C grows by one third while k hardly changes, and the method returns about three quarters of the film's diffusivity. The same condition makes the loss strong: here μ = α_g/d², which is then much larger than ω, so the phase is small and hard to measure, as in entry 3. An unknown linear loss leaves α unbiased when it is prompt and uniform, but it can bias α when the neighbour stores heat or conducts it along the film.

**8. Heating power and sensor errors**

Now let k vary as T^(−1.3), a rough exponent for InSb, and retain the full radiation law. At full power, the simulated result is 1.10% below the constant-property result.

Most of this can be traced. The mean rises at the two sensors are 2.43 and 1.40 K, averaging 1.92 K. The lower conductivity there reduces α by about 1.3 × 1.92/300 = 0.83%.

The gradient of k adds a smaller effect. For a small oscillation about the mean profile, the conduction term is d²(kθ)/dx². The quantity w = kθ therefore obeys w″ = Q²w, with Q ∝ k^(−1/2). For slowly varying k, w ∝ Q^(−1/2) exp(−∫Q dx), so the prefactor of θ = w/k is k^(−3/4). This raises ln(M/N) by

(3/4) × 1.3 × (2.43 − 1.40)/300 = 0.0033,

or 0.3% of 1.133, and lowers α by the same fraction. The estimated total is −1.1%. Assigning the result to the mean sensor temperature would leave the gradient part uncorrected.

At half power the shift is −0.55%. Extrapolating linearly to zero power gives 14.00 mm²/s.

For small reading errors, take the logarithm of α = L²/[2δt ln(M/N)] and differentiate:

δα/α = 2δL/L − δ(δt)/δt − δ[ln(M/N)]/ln(M/N).

A spacing error of +0.1 mm in 10 mm raises α by 2.0%. An extra response lag of 0.05 s in the far sensor lowers it by 1.6%. A response common to both sensors cancels from θ₁/θ₂.

**9. The model beside a real strip**

The strip's properties are rough values for InSb near room temperature, and the recovered 14 mm²/s is a consequence of them, not a measurement. The section is nearly isothermal: even across the half-width of 2.5 mm, the Biot number is 11.73 × 0.0025/17 ≈ 0.002. A real strip in air breaks the assumption of a prompt loss; the planar-layer model, which omits the corners, puts the shift at 0.24%. Heating at the stated power moves it by 1.1%, and a 0.1 mm spacing error by 2.0%. For this geometry and these assumed errors, measuring the sensor spacing better would therefore improve α more than refining the estimate of h. Attached sensor wires can also make the loss non-uniform; that effect has not been sized here. The numerical output lists the individual values.

Numbers as computed

```
INPUTS (InSb and air values are rough)
conductivity: 17.0 W/(m K)
density: 5780 kg/m3
specific heat: 210 J/(kg K)
input diffusivity: 14.006 mm2/s
strip: 60 x 5 x 0.5 mm; ambient 300 K
air: gap 3 mm, k 0.026 W/(m K), alpha 22 mm2/s
emissivity 0.5; k exponent 1.3
h gas, radiation, total: 8.67, 3.06, 11.73 W/(m2 K)
input loss rate mu: 0.04252 1/s
period 20 s; omega 0.31416 rad/s
mean heater flux: 3000 W/m2
sensors at 5.125, 15.125, 25.125 mm
TWO-SENSOR RESULT
near amplitude M: 0.8356 K
far amplitude N: 0.2691 K
ln(M/N): 1.1330
phase lag: 0.9899 rad
time delay: 3.1510 s
a, b: 0.11330, 0.09899 1/mm
Angstrom diffusivity: 14.005 mm2/s
same in cm2/s: 0.14005 cm2/s
amplitude-only diffusivity: 12.236 mm2/s
phase-only diffusivity: 16.030 mm2/s
recovered loss rate mu: 0.04255 1/s
third-harmonic diffusivity: 14.003 mm2/s
FOURFOLD LOSS
Angstrom: 14.007 mm2/s
amplitude only: 8.344 mm2/s
phase only: 23.513 mm2/s
SHORT STRIP AND THICK SLAB
short strip length: 30 mm
two sensors: 13.444 mm2/s
three sensors: 14.006 mm2/s
slab Biot number: 1.0
slab found/input diffusivity: 1.0003
slab loss, found and mode value: 0.7403, 0.7402
NEGLECTED EFFECTS, SHIFT OF DIFFUSIVITY
far-end reflection, long strip: -0.0053 %
air: added axial conduction: 0.673 %
air: added heat capacity: 0.428 %
air: net shift: 0.244 %
air-gap Rayleigh number: 6.1
mean rise at first two sensors: 2.43, 1.40 K
k(T) and radiation, full power: -1.098 %
k(T) and radiation, half power: -0.552 %
zero-power extrapolation: 14.004 mm2/s
spacing error 0.1 mm: 2.01 %
extra far-sensor lag 0.05 s: -1.57 %
```
